\section*{Tunnelling energy of a metal contact to a heavily doped semiconductor}

\section*{Problem}

A metal touches an n-type semiconductor with uniform donor density $N=10^{25}\,\mathrm{m^{-3}}$ (that is, $10^{19}\,\mathrm{cm^{-3}}$), isotropic electron mass $m=0.25\,m_e$ and relative permittivity $\varepsilon_r=10$. All donors are ionised. Near the metal the conduction band bends upwards by an energy $E_b$, and electrons tunnel through the resulting barrier. Let the WKB exponential factor for an electron at the bulk conduction-band edge be written as
\begin{equation}
 e^{-S(0)}=e^{-E_b/E_{00}} .
 \label{eq:def}
\end{equation}

\begin{enumerate}
\item Show that $E_{00}$ does not depend on $E_b$ in the depletion approximation, and find its formula.
\item Calculate $E_{00}$ for the data given. For $E_b=0.60$ eV, find also the width of the barrier, the surface field and $S(0)$.
\item Find the WKB exponent at energies above the band edge. At $300$ K, which energy dominates the emission, and what energy replaces $E_{00}$ in the exponential factor?
\item Estimate how far the main neglected effects change these results.
\end{enumerate}

\section*{Solution}

\subsection*{1. The barrier and its exponent}

Let $x$ be the distance from the metal and $V(x)$ the potential energy of an electron, measured from the bulk band edge. The depletion approximation removes all mobile electrons from $0<x<W$ and leaves the semiconductor neutral beyond $W$. With $\varepsilon=\varepsilon_r\varepsilon_0$ and $q>0$, Poisson's equation for the electrostatic potential $\phi$ is $\phi''=-qN/\varepsilon$. An electron has $V=-q\phi$, so
\begin{equation}
 V''=\frac{q^2N}{\varepsilon},\qquad V(W)=V'(W)=0 .
\end{equation}
The boundary conditions express the absence of bending and of field in the neutral bulk. Two integrations give
\begin{equation}
 V(x)=\frac{q^2N}{2\varepsilon}(W-x)^2,\qquad
 E_b=V(0)=\frac{q^2NW^2}{2\varepsilon}.
 \label{eq:barrier}
\end{equation}

The WKB factor for the transmitted probability is $e^{-S}$, where $S$ is twice the integral of the decay constant of the wave function. At the band edge,
\begin{align}
 S(0)&=\frac{2}{\hbar}\int_0^W\sqrt{2mV(x)}\,dx
 =\frac{2}{\hbar}\sqrt{\frac{mq^2N}{\varepsilon}}\int_0^W(W-x)\,dx \nonumber\\
 &=\frac{W^2}{\hbar}\sqrt{\frac{mq^2N}{\varepsilon}} .
\end{align}
By \eqref{eq:barrier}, $W^2=2\varepsilon E_b/(q^2N)$. Therefore
\begin{equation}
 S(0)=\frac{2\varepsilon E_b}{\hbar q^2N}\,q\sqrt{\frac{mN}{\varepsilon}}
 =\frac{2E_b}{q\hbar}\sqrt{\frac{m\varepsilon}{N}} .
\end{equation}
The exponent is proportional to $E_b$, and comparison with \eqref{eq:def} gives
\begin{equation}
 E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .
 \label{eq:e00}
\end{equation}
A higher barrier is also a wider one: its height contributes $\sqrt{E_b}$ to the integral and its width another $\sqrt{E_b}$.

There is a second reading of \eqref{eq:e00}. The barrier is one half of the parabola $\tfrac12m\omega^2(x-W)^2$ with $m\omega^2=q^2N/\varepsilon$. Hence $E_{00}=\hbar\omega/2$, the zero-point energy of an electron in the completed parabolic well. Numerical diagonalisation of that well gives a lowest level of $37.13$ meV for the present data, which can be compared with the direct evaluation below.

Equation \eqref{eq:def} concerns the exponential factor and not the whole transmission. In a flat bulk band the wave number $k$ vanishes at the band edge. If a wave of fixed amplitude leaves into the metal, its continuation back to $W$ has a finite slope $\psi'(W)$. The incident amplitude then grows as $|\psi'(W)|/(2k)$, and the transmission falls to zero in proportion to $k$. The WKB exponent omits this prefactor.

\subsection*{2. Numbers}

The mass is $m=0.25\times9.109\times10^{-31}=2.277\times10^{-31}$ kg, and the permittivity is $\varepsilon=8.854\times10^{-11}$ F/m. Since $\mathrm{F=C^2/J}$, the root in \eqref{eq:e00} has the unit $\mathrm{C^{-1}s^{-1}}$:
\begin{equation}
 \sqrt{\frac{N}{m\varepsilon}}
 =\sqrt{\frac{10^{25}}{2.277\times10^{-31}\times8.854\times10^{-11}}}
 =7.04\times10^{32}\ \mathrm{C^{-1}s^{-1}} .
\end{equation}
Multiplication by $\hbar/2=5.273\times10^{-35}$ J\,s gives $0.0371$ J/C, or $0.0371$ V. The remaining factor $q$ turns volts into electronvolts:
\begin{equation}
 E_{00}=37.1\ \mathrm{meV}=5.95\times10^{-21}\ \mathrm{J}.
\end{equation}

For $E_b=0.60$ eV, equation \eqref{eq:barrier} gives $W=8.14$ nm. The field falls linearly to zero across the layer, so its surface value is twice the mean:
\begin{equation}
 F=\frac{2E_b}{qW}=\frac{2\times0.60\ \mathrm{V}}{8.14\ \mathrm{nm}}
 =0.147\ \mathrm{V/nm}=1.47\ \mathrm{MV/cm}.
\end{equation}
The exponent is $S(0)=0.60/0.03713=16.2$, and the factor $e^{-S(0)}$ is $9.6\times10^{-8}$.

\subsection*{3. Energies above the band edge}

For $0<E<E_b$, put $e=E/E_b$ and $s=1-x/W$. Then $V=E_bs^2$, and the turning point is at $s=\sqrt e$. The constant in front of the integral follows from the case $e=0$, where $\int_0^1s\,ds=\tfrac12$ must reproduce $E_b/E_{00}$. Thus
\begin{align}
 S(E)&=\frac{2E_b}{E_{00}}\int_{\sqrt e}^1\sqrt{s^2-e}\,ds \nonumber\\
 &=\frac{E_b}{E_{00}}\left[s\sqrt{s^2-e}-e\ln\!\left(s+\sqrt{s^2-e}\right)\right]_{\sqrt e}^{1}\nonumber\\
 &=\frac{E_b}{E_{00}}\left[\sqrt{1-e}-e\,a(e)\right],
 \label{eq:se}
\end{align}
where
\begin{equation}
 a(e)=\ln\frac{1+\sqrt{1-e}}{\sqrt e}=\operatorname{arcosh}\frac1{\sqrt e}.
\end{equation}
Since $a'(e)=-1/(2e\sqrt{1-e})$, the derivative of the bracket in \eqref{eq:se} is
\begin{equation}
 -\frac{1}{2\sqrt{1-e}}-a+\frac{1}{2\sqrt{1-e}}=-a,
 \qquad\text{so}\qquad \frac{dS}{dE}=-\frac{a(e)}{E_{00}} .
\end{equation}

Here $E$ is the energy of motion normal to the interface. If the occupation follows the Boltzmann law, the flux per unit $E$, summed over transverse motion, carries the weight $e^{-E/kT}$ relative to the band edge, where $k$ now denotes Boltzmann's constant. The dominant energy minimises $E/kT+S(E)$. Setting the derivative to zero gives $a(e)=u$ with $u=E_{00}/kT$, hence
\begin{equation}
 E_m=\frac{E_b}{\cosh^2u}.
 \label{eq:em}
\end{equation}
This is a minimum because $a$ decreases with $e$, so that $S''>0$. At this point $\sqrt{1-e}=\tanh u$ and $E_m/kT=(E_b/E_{00})\,ue$. The terms in $ue$ cancel:
\begin{equation}
 \frac{E_m}{kT}+S(E_m)
 =\frac{E_b}{E_{00}}\left[ue+\tanh u-ue\right]
 =\frac{E_b}{E_0},\qquad E_0=E_{00}\coth u .
 \label{eq:e0}
\end{equation}

At $300$ K, $kT=25.85$ meV and $u=1.44$. The results are $E_m=122$ meV and $E_0=41.6$ meV. Neither tunnelling at the band edge nor passage over the top describes this contact; it is in the regime of thermionic-field emission. For $kT\ll E_{00}$, equation \eqref{eq:e0} gives $E_0\to E_{00}$. For $kT\gg E_{00}$ it gives $E_0\to kT$ and $E_m\to E_b$, which is thermionic emission. The low-temperature limit is formal at this donor density: with all donors ionised, cold electrons are degenerate and fill states above the band edge, so the Boltzmann law no longer applies. Whether it applies at $300$ K depends on the density of states. For a single valley of mass $0.25\,m_e$ the Fermi level $E_F$ already lies $58$ meV above the band edge. The weight is then $\ln[1+e^{(E_F-E)/kT}]$, and the dominant energy moves to about $131$ meV. For the six valleys of section 4, $E_F$ lies $23$ meV below the edge and the dominant energy is about $123$ meV.

The dominant energy is not sharp. Differentiating $E=E_b/\cosh^2a$ gives $dE/da=-2E_b\sinh a/\cosh^3a$, so
\begin{equation}
 S''(E_m)=-\frac1{E_{00}}\frac{da}{dE}
 =\frac{\cosh^3u}{2E_bE_{00}\sinh u}\approx124\ \mathrm{eV^{-2}} .
\end{equation}
In the Gaussian approximation the standard deviation is $1/\sqrt{S''}\approx90$ meV, comparable with $E_m$ itself. The contribution therefore extends down to the band edge, and a Gaussian estimate of the prefactor would be crude.

The WKB exponent can be compared with a solution of the Schr\"odinger equation. Take the same mass on both sides, a metal band bottom $5$ eV below the bulk band edge, and $E=kT$. For $E_b=0.60$ eV the wave solution transmits $1.01\times10^{-6}$, against a WKB factor of $6.6\times10^{-7}$. When $E_b$ rises to $0.80$ eV at fixed $E$, the logarithm of the transmission falls by $5.16$ in the wave solution and by $5.29$ in WKB. In this example the exponent gives the dependence on $E_b$ to about 2 per cent, while the absolute transmission differs by a factor of about $1.5$.

\subsection*{4. What the model neglects}

Each estimate below changes one ingredient and keeps $E_b=0.60$ eV. The changes in $S$ refer to the band edge unless another energy is named, and they need not add when several act together.

\textbf{Image force.} Adding $-q^2/(16\pi\varepsilon x)$ to $V$ lowers the barrier maximum by $0.143$ eV, to $0.457$ eV. The exponent falls from $16.2$ to $14.9$, which raises the WKB factor $3.7$ times. The exponent thus falls by about 8 per cent, while the barrier maximum falls by about 24 per cent.

\textbf{Mobile electrons.} Depletion is not abrupt. With an electron density $n$, multiply $V''=(q^2/\varepsilon)(N-n)$ by $V'$ and integrate from the bulk:
\begin{equation}
 \frac12(V')^2=\frac{q^2}{\varepsilon}\int_0^V\left[N-n(v)\right]dv
 <\frac{q^2N}{\varepsilon}V .
\end{equation}
At each value of $V$ the slope is smaller than in the depletion approximation. Since $S(0)=(2/\hbar)\int_0^{E_b}\sqrt{2mV}\,dV/|V'|$, the exponent must increase. The size of the increase depends on the density of states, which the single tunnelling mass does not fix. With six conduction valleys and a density-of-states mass of $0.32\,m_e$ per valley, the Fermi level lies $23$ meV below the band edge at $300$ K. The exponent becomes $19.0$, and the WKB factor is multiplied by $0.056$. At the band edge this correction is larger than that of the image force and has the opposite sign. The order is reversed at $E_m=122$ meV, the energy that dominates at $300$ K for the uncorrected barrier (with the mobile electrons kept it moves to about $144$ meV): there the mobile electrons raise $S$ by only about $0.4$, while the image force lowers it by about $1.1$. The mobile electrons mainly change the low outer part of the barrier, which an electron at $E_m$ passes over.

\textbf{Discrete donors.} The mean spacing $N^{-1/3}=4.64$ nm is more than half of $W$, and a cube of side $W$ holds about $5.4$ donors. For independent random positions the relative fluctuation of this number is $1/\sqrt{5.4}=0.43$. Because $E_{00}\propto\sqrt N$, the local spread of $E_{00}$ is about half of that, or 22 per cent. This is a linear estimate of a large fluctuation, so it shows a size and not a distribution.

\textbf{Comparison with silicon.} The data resemble, roughly, those of n-type silicon. The permittivity of silicon is nearer $11.7$, which alone lowers $E_{00}$ to $34.3$ meV. Its mass is anisotropic: along the normal of a (100) surface the valleys have masses of roughly $0.92$ and $0.19\,m_e$, for which $E_{00}$ is $19.4$ and $42.6$ meV at $\varepsilon_r=10$. The corresponding exponents are about $31$ and $14$, so the light valleys dominate band-edge tunnelling in this model. A single mass of $0.25\,m_e$ hides this difference.

The surface field is high, but the layer is thin. An electron crossing it gains at most $E_b$ from the field, and for $E_b=0.60$ eV this is $0.55$ of a rough silicon gap of $1.1$ eV. Pair creation by impact needs at least the gap energy, so an electron that starts with little kinetic energy cannot cause it here. A reverse bias increases the band bending and can remove this limit.

The value $E_{00}=37.1$ meV is thus well defined for the stated $N$, $m$ and $\varepsilon_r$, while the transmission of a real contact is far less certain, because these corrections enter through an exponential.

\section*{Table of computed values}
\begin{verbatim}
Donor density: 1.0e+19 cm^-3
Tunnelling mass: 0.25 m_e
Relative permittivity: 10.0
Band bending Eb: 0.60 eV
Temperature: 300 K
Thermal energy kT: 25.85 meV
E00 from formula: 37.13 meV
E00 from formula: 5.949e-21 J
E00 from WKB quadrature: 37.13 meV
Zero-point energy by diagonalization: 37.13 meV
Depletion width W: 8.14 nm
Surface field: 1.47 MV/cm
Band-edge WKB exponent: 16.16 (no unit)
Band-edge WKB transmission: 9.61e-08 (no unit)
Ratio E00/kT: 1.436 (no unit)
Thermionic-field energy E0: 41.58 meV
Dominant energy above band edge: 121.6 meV
Model metal depth: 5.0 eV
Wave transmission at E=kT: 1.01e-06 (no unit)
WKB transmission at E=kT: 6.56e-07 (no unit)
Log change, Eb 0.6 to 0.8 eV, wave: 5.163 (no unit)
Log change, Eb 0.6 to 0.8 eV, WKB: 5.285 (no unit)
Barrier maximum with image force: 0.457 eV
Barrier lowering by image force: 0.143 eV
Exponent with image force: 14.85 (no unit)
Transmission factor, image force: 3.7
E00 for rough valley mass 0.92 m_e: 19.4 meV
E00 for rough valley mass 0.19 m_e: 42.6 meV
E00 for rough permittivity 11.7: 34.3 meV
Density-of-states mass per valley: 0.321 m_e
Fermi level from band edge, 6 valleys: -22.8 meV
Exponent with electron tail: 19.04 (no unit)
Transmission factor, tail: 0.056
Mean dopant spacing: 4.64 nm
Dopants in a cube of side W: 5.4
Estimated local spread of E00: 22 per cent
Rough silicon gap: 1.1 eV
Band bending over gap: 0.55 (no unit)
\end{verbatim}
